# What a quartz microbalance measures, and what film thickness requires

A deposition is stopped when the quartz microbalance shows 920 nm. The film on the substrate is 812 nm thick. The frequency counter has made no error, and the crystal has responded as it should. The display has turned a frequency into a thickness with a density that does not belong to the film on the substrate, and it has taken the crystal to receive the same deposit as the substrate. The example below produces these two numbers.

## The belief and its appeal

The belief is that a quartz microbalance measures the thickness of the growing film. It is tempting because the display reads in nanometres, the reading rises steadily during deposition, and under fixed conditions it is proportional to the film thickness for thin loads. A display that has once been matched to a thickness measurement can then go on giving good values from run to run.

But proportionality is not identity. The measured quantity is a resonance frequency. For a thin, rigid film it yields the mass per area on the crystal. The thickness on the substrate follows only with further information: the density of the film there and the ratio of the two deposits, or their quotient from a calibration. For a heavy load, the film's acoustic impedance is needed as well.

## From frequency to areal mass

Consider a plate of thickness $t_q$, density $\rho_q$ and shear modulus $\mu_q$, carrying a uniform film with $t_f$, $\rho_f$ and $\mu_f$. The motion is pure thickness shear, the layers are lossless and perfectly bonded, and both outer faces are free. Piezoelectric stiffening, temperature drift and stress-induced frequency shifts are left out. SI units are used.

For a displacement $U(y)$ oscillating at angular frequency $\omega=2\pi f$, each layer obeys

$$\mu U''=-\rho\omega^2U .$$

The solutions are sines and cosines with wavenumber $k=\omega/v$, where $v=\sqrt{\mu/\rho}$. The shear stress $\mu U'$ vanishes at a free face, which selects

$$U=A\cos(k_qy)\ \text{in the plate},\qquad U=B\cos[k_f(t_q+t_f-y)]\ \text{in the film}.$$

For the bare plate, $U'(t_q)=0$ requires $\sin(k_qt_q)=0$. The lowest vibration has $k_qt_q=\pi$, so

$$f_0=\frac{v_q}{2t_q}.$$

With the shear impedance $Z=\sqrt{\rho\mu}=\rho v$, the areal mass of the plate is

$$m_q=\rho_qt_q=\frac{\rho_qv_q}{2f_0}=\frac{Z_q}{2f_0}.$$

With the film present, displacement and stress must be continuous at $y=t_q$:

$$A\cos(k_qt_q)=B\cos(k_ft_f),$$

$$-\mu_qk_qA\sin(k_qt_q)=\mu_fk_fB\sin(k_ft_f).$$

Since $\mu k=\omega\mu/v=\omega Z$, dividing the second condition by the first gives

$$Z_q\tan(k_qt_q)+Z_f\tan(k_ft_f)=0 .$$

The two phases can be rewritten. In the plate, $k_qt_q=2\pi ft_q/v_q=\pi f/f_0$. In the film, multiplying numerator and denominator by $\rho_f$ gives

$$k_ft_f=\frac{2\pi f\rho_ft_f}{\rho_fv_f}=\frac{2\pi fm_c}{Z_f},\qquad m_c=\rho_ft_f .$$

The film therefore enters through its areal mass $m_c$ and its impedance $Z_f$. Its thickness does not appear separately. Two films with the same $m_c$ and $Z_f$ but different thicknesses have the same frequency in this model.

Define the fractional frequency drop $x=(f_0-f)/f_0$. Then $\tan(\pi f/f_0)=\tan(\pi-\pi x)=-\tan(\pi x)$, and the resonance condition becomes

$$\tan\!\left(\frac{2\pi fm_c}{Z_f}\right)=\frac{Z_q}{Z_f}\tan(\pi x).$$

The fundamental starts at $m_c=0$, $x=0$. Followed continuously from there, for $f_0/2<f<f_0$, the film phase lies between 0 and $\pi/2$, so the principal value of the arctangent applies:

$$m_c=\frac{Z_f}{2\pi f}\arctan\!\left[\frac{Z_q}{Z_f}\tan(\pi x)\right].$$

Direct diagonalization of the layered plate's kinetic and elastic energies agrees with this formula for the stiff and soft films used below, at loads of 0.3, 3 and 7 % of the plate's areal mass.

## When acoustic properties matter

Let $z=Z_q/Z_f$ and $u=\pi x$. The prefactor is

$$\frac{Z_f}{2\pi f}=\frac{Z_q}{2\pi zf_0(1-x)}=\frac{m_q}{\pi z(1-x)} .$$

For small $u$ and small $zu$, use $\tan u=u+u^3/3+\dots$ and $\arctan s=s-s^3/3+\dots$:

$$\frac1z\arctan(z\tan u)=u+\frac{u^3}{3}-\frac{z^2u^3}{3}+\dots$$

Therefore

$$\frac{m_c}{m_q}=\frac{x}{1-x}\left[1+\frac{(1-z^2)\pi^2x^2}{3}+\dots\right].$$

To first order this is the Sauerbrey relation, $m_c=m_qx$. The film's elasticity has dropped out.

An energy argument shows why. A thin film sits at a free face, where the displacement is largest and the strain vanishes. To first order it adds kinetic energy and no elastic energy. The mean of $\cos^2$ over the plate is $1/2$, so the plate has effective areal mass $m_q/2$, while the film moves with the full amplitude and contributes $m_c$. With the elastic energy unchanged,

$$\frac{f}{f_0}\approx\left(\frac{m_q/2}{m_q/2+m_c}\right)^{1/2}\approx1-\frac{m_c}{m_q}.$$

A second simple case is $z=1$. Then $\arctan(\tan u)=u$, and

$$m_c=m_q\frac{x}{1-x}=m_q\left(\frac{f_0}{f}-1\right)=\frac{Z_q}{2}\left(\frac1f-\frac1{f_0}\right).$$

This rule keeps the factor $1/(1-x)$, which does not depend on the film, but neglects the impedance mismatch.

A new layer on an already loaded crystal is found from a difference of two masses, and that difference is more sensitive to impedance. Put $y=x/(1-x)=f_0/f-1$. Since $x^2=y^2+O(y^3)$,

$$\frac{m_c}{m_q}=y+\frac{(1-z^2)\pi^2}{3}y^3+O(y^4),$$

$$\frac{1}{m_q}\frac{dm_c}{dy}=1+(1-z^2)\pi^2y^2+O(y^3).$$

The $z=1$ rule gives 1 for this derivative. The leading relative correction to the next layer is thus three times that to the total mass.

## The same mass, two thicknesses

Take a model plate with $\rho_q=2600$ kg/m³, $\mu_q=30$ GPa and $f_0=6$ MHz, roughly like a quartz crystal. The digits below belong to this model plate: in real AT-cut quartz read at series resonance, the piezoelectric coupling left out here lowers the mass inferred from a given frequency drop by about 0.6 %, a nearly constant factor that a calibration absorbs. Its areal mass is 735.98 g/m². A stiff film has density 8000 kg/m³ and shear modulus 80 GPa, so $z=0.349$. A soft film has 1500 kg/m³ and 3 GPa, so $z=4.163$.

Put 7.4363 g/m² of each on a bare plate:

- The stiff film is 929.5 nm thick and lowers the frequency by 60.000 kHz.
- The soft film is 4957.5 nm thick and lowers it by 60.339 kHz.

The thicknesses differ by a factor of 5.3, the frequency drops by 0.6 %. Without a density, the drop cannot tell which thickness is present.

At heavier load the elasticity becomes visible. At 5.40 MHz, $x=0.10$, and the $z=1$ rule gives 81.78 g/m². The full relation gives 84.22 g/m² for the stiff film, 3.0 % more, and 58.41 g/m² for the soft film, 28.6 % less.

For the stiff film, the leading correction is $(1-0.349^2)\pi^2(0.10)^2/3=2.9\,\%$, close to the full result. For the soft film it would be $-54\,\%$. The expansion fails there because $z\pi x=1.3$ is not small, and the arctangent must be kept.

The last step down to this reading, from 5.41 to 5.40 MHz, adds 1.638 g/m² of the stiff film, against 1.512 g/m² by the $z=1$ rule and 1.227 g/m² by the Sauerbrey relation. For the soft film the added mass is 0.645 g/m². An old, heavily loaded crystal can thus misstate a new thin layer even when the layer itself adds little mass. These values assume that the whole deposit on the crystal is one material; a stack of different materials needs a resonance condition with more layers. A thin new layer sits at the free face and to first order adds only mass, so the impedance that matters for it is that of the old deposit beneath it. The values also assume lossless films. At 5.40 MHz the soft film is 39 µm thick, and a loss tangent of only 0.01 would lower the quality factor of the resonance to about 1200, so its heavy-load numbers show the trend and not a reading that a real soft film would necessarily allow.

## From the crystal to the substrate

Let $m_s$ be the areal mass on the substrate and $\rho_s$ the density of the film there. Its thickness is $d_s=m_s/\rho_s$. With the tooling factor $T=m_s/m_c$,

$$d_s=\frac{T\,m_c}{\rho_s}.$$

The density of the deposit on the crystal is not needed in this conversion. It can matter earlier, through $Z_f$, when a heavy load is converted to $m_c$.

To calculate $T$, take a small source, collision-free flight, equal sticking on both receivers and no resputtering. Let the emitted mass per solid angle vary as $\cos^n\theta$, with $\theta$ measured from the source normal. Since

$$2\pi\int_0^{\pi/2}\cos^n\theta\,\sin\theta\,d\theta=\frac{2\pi}{n+1},$$

the fraction emitted per solid angle is $(n+1)\cos^n\theta/(2\pi)$. A small area $dA$ at distance $r$, struck at angle $\phi$ from its normal, subtends the solid angle $\cos\phi\,dA/r^2$. The areal mass received per emitted mass is therefore

$$G=\frac{(n+1)\cos^n\theta\cos\phi}{2\pi r^2},\qquad T=\frac{G_s}{G_c}.$$

Place a small substrate on the axis, 0.40 m above the source and facing it. On a larger flat substrate $T$ depends on position; for $n=1$ the film 50 mm off the axis is 3 % thinner than at the centre. Place the crystal 0.30 m above the source and 0.15 m to the side, facing the source. Then $r_c^2=0.30^2+0.15^2=0.1125$ m² and $\cos\theta_c=0.8944$. For $n=1$,

$$G_s=\frac{1}{\pi(0.40)^2}=1.989\ \text{m}^{-2},\qquad G_c=\frac{0.8944}{\pi(0.1125)}=2.531\ \text{m}^{-2},$$

so $T=0.786$. The crystal receives more mass per area because it is closer to the source.

Now let the balance read 5.94 MHz with the stiff film on the crystal, while the film on the substrate has density 7200 kg/m³. The thickness estimate changes as follows:

1. The Sauerbrey mass, 7.3598 g/m², divided by 8000 kg/m³ gives 920.0 nm.
2. The full resonance relation gives 7.4363 g/m², hence 929.5 nm.
3. Multiplication by $T=0.7861$ gives 730.7 nm.
4. Replacing 8000 by 7200 kg/m³ gives 811.9 nm.

The first value is 13 % above the last. The errors in tooling and density partly cancel. Correcting the density but not the tooling would give $7.4363/7200$ in these units, or 1033 nm, which is 27 % too high and worse than the uncorrected value. Acoustic impedance hardly matters here: at this reading the stiff film's mass differs from the $z=1$ value by 0.03 %. Most of the small change from step 1 to step 2 comes from the factor $1/(1-x)$.

## What a calibration supplies

Density and tooling need not be known separately. One independent measurement of $d_s$, together with $m_c$, fixes

$$\frac{d_s}{m_c}=\frac{T}{\rho_s}.$$

In the example this is 811.9 nm divided by 7.4363 g/m², or 109.2 nm per g/m². It explains why a matched display can work well without a separate value of either quantity. The missing information has been supplied by the thickness measurement.

The calibration lasts as long as this ratio does, provided $m_c$ is still obtained correctly from the frequency. A display that uses the Sauerbrey relation drifts away from its calibration as the crystal becomes heavily loaded, even when the ratio is constant. Suppose the emission narrows from $n=1$ to $n=3$, with positions, sticking and density unchanged. The factor $n+1$ cancels in $T$, and the on-axis substrate has $\cos\theta_s=1$, so $T$ is proportional to $1/\cos^n\theta_c$. It rises from 0.786 to 0.983, by the factor $1/\cos^2\theta_c=1.25$. For the same crystal mass the substrate film is now 25 % thicker than the old calibration says. The crystal's frequency alone does not reveal the change.

Nor does a single frequency distinguish deposited mass from a drift caused by temperature or stress. For a thin load in this geometry, with the original emission $n=1$ and a substrate film of 7200 kg/m³, 1 Hz corresponds to 0.0134 nm on the substrate, so a spurious 20 Hz drop appears as about 0.27 nm. That is negligible for the 812 nm film but serious for a film one nanometre thick.

The numerical output below gives the values in full.

## Computed values

```
Plate density: 2600 kg/m^3
Plate shear modulus: 30.0 GPa
Plate impedance Zq: 8.8318e+06 kg/(m^2 s)
Bare frequency f0: 6.00 MHz
Plate thickness: 283.07 um
Plate areal mass: 735.98 g/m^2
stiff film density: 8000 kg/m^3
stiff film shear modulus: 80.0 GPa
stiff film z = Zq/Zf: 0.3491
soft film density: 1500 kg/m^3
soft film shear modulus: 3.0 GPa
soft film z = Zq/Zf: 4.1633
Equal areal mass on crystal: 7.4363 g/m^2
  stiff: thickness 929.5 nm, drop 60.000 kHz
  soft: thickness 4957.5 nm, drop 60.339 kHz
Total areal mass at 5.94 MHz, in g/m^2:
  Sauerbrey: 7.3598
  z = 1: 7.4341
  stiff: 7.4363 (+0.03 % vs z=1)
  soft: 7.3946 (-0.53 % vs z=1)
Total areal mass at 5.40 MHz, in g/m^2:
  Sauerbrey: 73.5980
  z = 1: 81.7756
  stiff: 84.2165 (+2.98 % vs z=1)
  soft: 58.4093 (-28.57 % vs z=1)
Added mass, 5.41 to 5.40 MHz, in g/m^2:
  Sauerbrey: 1.2266
  z = 1: 1.5116
  stiff: 1.6384 (+8.39 % vs z=1)
  soft: 0.6447 (-57.35 % vs z=1)
Substrate position x,z: 0.00, 0.40 m
Crystal position x,z: 0.15, 0.30 m
Crystal emission-angle cosine: 0.8944
G substrate, crystal (n=1): 1.9894, 2.5307 1/m^2
Tooling factor n=1: 0.7861
Tooling factor n=3: 0.9826
True/old-calibration thickness: 1.2500
Emitted mass (n=1): 2.9384 g
Substrate film density: 7200 kg/m^3
Naive thickness (Sauerbrey, T=1): 920.0 nm
With full resonance relation: 929.5 nm
With tooling also: 730.7 nm
With substrate density also: 811.9 nm
Naive/true thickness: 1.1331
Areal mass per Hz, thin load: 0.1227 mg/m^2
Substrate nm per Hz: 0.01339 nm
```
